# Zero residual forces and the stability of a symmetric defect geometry

**The argument under review**

The manuscript treats a neutral acceptor on the tin site of rutile SnO2, with one hole on the neighbouring oxygens. It relaxes the defect with symmetrized forces, starting from undistorted bonds. The hole ends up shared equally by the two apical oxygens, which inversion through the acceptor exchanges. The largest residual force is below $10^{-8}$ eV/nm. From this the manuscript concludes: "The forces vanish, so the geometry is stable, and the acceptor level may be computed from it."

The convergence is not in doubt. My question is whether the conclusion follows from it.

**What a vanishing force establishes**

Let $x_*$ be a geometry with zero force, $d$ a small displacement and $H$ the matrix of second derivatives (the Hessian). Since the linear term is absent,

$$E(x_*+d)=E(x_*)+\tfrac12\,d^{T}Hd+\dots$$

If $H$ has a negative eigenvalue $\lambda$, a displacement along its eigenvector lowers the energy by $|\lambda||d|^2/2$ to this order. The point is then a saddle if another eigenvalue is positive. Zero force shows that the point is stationary; stability depends on the next order.

One might expect a relaxation, which moves downhill, to avoid saddles. Symmetry removes that protection. Let $P$ be the exchange of the two oxygens, a linear operation with $P^T=P$ and $P^2=1$, and let the energy be smooth with $E(Px)=E(x)$. Differentiating by the chain rule gives $P\,\nabla E(Px)=\nabla E(x)$. At a symmetric geometry, $Px=x$, so

$$P\,\nabla E=\nabla E .$$

For an odd direction $v$, meaning $Pv=-v$,

$$v\cdot\nabla E=v\cdot P\nabla E=(Pv)\cdot\nabla E=-v\cdot\nabla E=0 .$$

The odd force vanishes at every symmetric geometry, relaxed or not. A steepest-descent step from such a geometry adds an even vector and therefore lands on another symmetric geometry. In exact arithmetic this holds even without an imposed constraint.

A second differentiation gives $PHP=H$ at symmetric geometries, hence $HP=PH$. For an even direction $w$ and an odd direction $v$,

$$v\cdot Hw=v\cdot HPw=v\cdot PHw=-v\cdot Hw=0 .$$

The Hessian splits into an even and an odd block. The manuscript's relaxation explores the even block and carries no information about the odd one.

**A model in which the odd block can be computed**

Let $x_1,x_2$ be the outward stretches of the two acceptor–oxygen bonds, with the acceptor held fixed. Each oxygen has stiffness $k$. A hole on oxygen $i$ pushes it outward with force $G$, and the hole transfers between the oxygens with energy $t>0$. The hole occupies the lower state of

$$h=\begin{pmatrix}-Gx_1&-t\\-t&-Gx_2\end{pmatrix}.$$

The zero of energy is a hole on one undistorted oxygen without transfer. Define $s=(x_1+x_2)/2$ and $u=(x_1-x_2)/2$, so that $x_1=s+u$ and $x_2=s-u$. The elastic energy is

$$\tfrac{k}{2}(x_1^2+x_2^2)=k(s^2+u^2).$$

The diagonal elements of $h$ are $-Gs\mp Gu$, so its lower eigenvalue is $-Gs-\sqrt{t^2+G^2u^2}$. The adiabatic energy is therefore

$$E(s,u)=ks^2-Gs+ku^2-r,\qquad r=\sqrt{t^2+G^2u^2}.$$

It is even in $u$, as inversion requires, and smooth because $t>0$.

A useful scale is $\Lambda=G^2/(2k)$. For $t=0$ and the hole on one oxygen, the energy $kx^2/2-Gx$ has its minimum at $x=G/k$ with value $-\Lambda$. Thus $\Lambda$ is the relaxation energy of a fully localized hole.

I take the round values $k=1000$ eV/nm², $G=30$ eV/nm and $t=0.15$ eV. Then $\Lambda=900/2000=0.45$ eV.

**The geometry found by the manuscript**

The first derivatives are

$$\frac{\partial E}{\partial s}=2ks-G,\qquad \frac{\partial E}{\partial u}=u\left(2k-\frac{G^2}{r}\right).$$

Both vanish at $u=0$, $s=G/(2k)=0.015$ nm. Since $\partial/\partial x_{1,2}=\tfrac12(\partial/\partial s\pm\partial/\partial u)$, the force on each oxygen vanishes as well.

The numerical relaxation reproduces this. It moves each atom by $0.3/k$ times its force, so each step multiplies the even force by $0.7$. The initial force is $G/2=15$ eV/nm, and after 60 steps it is $15\times0.7^{60}=7.6\times10^{-9}$ eV/nm, the printed residual. This small number measures convergence in the even direction.

For the odd direction, use $d(u/r)/du=1/r-G^2u^2/r^3=t^2/r^3$:

$$\frac{\partial^2E}{\partial u^2}=2k-\frac{G^2t^2}{r^3}.$$

At $u=0$, where $r=t$, and with $G^2=2k\Lambda$, this is $2k(1-\Lambda/t)$. The atomic displacement $(u,-u)$ has squared length $2u^2$, so the Hessian eigenvalue in the coordinates $(x_1,x_2)$ is half of this. The two eigenvalues are

$$\lambda_{\rm even}=k,\qquad \lambda_{\rm odd}=k\left(1-\frac{\Lambda}{t}\right).$$

Here $\lambda_{\rm odd}=1000\,(1-3)=-2000$ eV/nm², which agrees with the Hessian obtained from finite differences of the forces. The converged geometry is a saddle.

The sign reflects a competition. Transfer favours an equally shared hole, while the lattice gains more energy from a localized one. For $t>\Lambda$ transfer wins and the symmetric geometry is a minimum: with $t=0.60$ eV, and $k$ and $G$ unchanged, $\lambda_{\rm odd}=+250$ eV/nm². A numerical scan of $t$ places the change of sign at 0.45 eV, equal to $\Lambda$. The symmetric answer is thus not wrong in principle, but the force cannot distinguish the two cases.

**The double well**

For $\Lambda>t$ there are stationary points with $u\ne0$. They require $2k=G^2/r$, that is $r=\Lambda$, so

$$u_0=\pm\frac{\sqrt{\Lambda^2-t^2}}{G}=\pm\frac{\sqrt{0.2025-0.0225}}{30}\ \text{nm}=\pm0.0141\ \text{nm}.$$

Setting $r=\Lambda$ in the second derivative and halving gives $\lambda_{\rm odd}=k(1-t^2/\Lambda^2)=889$ eV/nm², which is positive. These points are minima.

At $s=G/(2k)$ the even part of the energy is $-G^2/(4k)=-\Lambda/2$. At the wells, $ku_0^2=k(\Lambda^2-t^2)/G^2=(\Lambda^2-t^2)/(2\Lambda)$. Hence

$$E_{\rm saddle}=-\frac{\Lambda}{2}-t=-0.375\ \text{eV},$$

$$E_{\rm well}=-\frac{\Lambda}{2}+\frac{\Lambda^2-t^2}{2\Lambda}-\Lambda=-\Lambda-\frac{t^2}{2\Lambda}=-0.475\ \text{eV}.$$

Their difference is

$$\Delta=\frac{\Lambda}{2}-t+\frac{t^2}{2\Lambda}=\frac{(\Lambda-t)^2}{2\Lambda}=\frac{0.09}{0.90}\ \text{eV}=0.10\ \text{eV}.$$

This is the barrier between the wells. Any continuous path from $u<0$ to $u>0$ crosses $u=0$, where the lowest energy is $E_{\rm saddle}$. Conversely, at fixed $s=G/(2k)$ the energy falls steadily from $u=0$ to either well, because $r<\Lambda$ there.

To find the hole distribution, let $n_i$ be the hole weight on oxygen $i$. The derivative of the electronic energy with respect to $x_1$ is $-Gn_1$, since $x_1$ enters $h$ through one diagonal element. Differentiating $-Gs-r$ instead gives $-G/2-G^2u/(2r)$, so

$$n_1=\frac12\left(1+\frac{Gu}{r}\right).$$

In the well with $u>0$ this is 0.97. Force balance, $x_i=Gn_i/k$, gives stretches of 0.0291 and 0.0009 nm, in place of two equal stretches of 0.015 nm. The hole sits almost entirely on one oxygen.

Near the saddle, $\sqrt{t^2+y^2}=t+y^2/(2t)-y^4/(8t^3)+\dots$ with $y=Gu$ yields the familiar quartic double well,

$$E-E_{\rm saddle}=k\left(1-\frac{\Lambda}{t}\right)u^2+\frac{G^4}{8t^3}u^4+\dots$$

At $\Lambda=t$ the quadratic term vanishes and the positive quartic term still makes $u=0$ a minimum. A quartic well $-Au^2+Bu^4$ has depth $A^2/(4B)$. Inserting $A=k(\Lambda-t)/t$ and $B=G^4/(8t^3)$, with $G^4=4k^2\Lambda^2$, gives

$$\frac{A^2}{4B}=\frac{t(\Lambda-t)^2}{2\Lambda^2}=\frac{t}{\Lambda}\,\Delta .$$

The truncation is good close to threshold. Here $t/\Lambda=1/3$, and it predicts 0.033 eV instead of 0.10 eV. It identifies the saddle correctly but should not be used for the barrier.

**Consequence for the acceptor level**

The ionization energy is the energy of the relaxed negative acceptor plus a hole at the valence-band edge, minus the energy of the neutral acceptor. The negative acceptor has no bound hole and stays at $x_1=x_2=0$. Using the saddle for the neutral state makes that state too high by $\Delta$, so the level comes out too shallow by 0.10 eV relative to the relaxed model.

For a charge trap this matters through thermal emission. With the prefactor and temperature fixed, the emission rate changes by $e^{\Delta/k_BT}$. At 300 K, $k_BT=25.9$ meV and the factor is 48: in this model, a level computed from the saddle makes the predicted release of the hole about 48 times too fast. The factor depends exponentially on $\Delta$, so for a real acceptor it could be very different.

**How far the model can be trusted for SnO2**

The parameters are rough choices intended for the regime of acceptor-bound oxygen holes in SnO2, with bond changes of a few hundredths of a nanometre and relaxation energies of tenths of an electronvolt. They do not come from a first-principles calculation. Because the verdict depends on $\Lambda/t$, a particular acceptor needs its own Hessian. Real bonds also break the harmonic assumption. As an estimate, let each oxygen have one Morse bond to the acceptor, stretched by $x$, and two Morse back bonds, shortened by $x/2$. Each bond is 2.5 eV deep, and the total stiffness at $x=0$ is kept at $k$. The saddle eigenvalue becomes about $-2200$ eV/nm², the long-bond stretch 0.036 nm and the barrier 0.15 eV. In this estimate the verdict survives, but the barrier rises by half of its harmonic value. The size of the rise depends strongly on the assumed shortening $x/2$, which corresponds to back bonds at 120° to the acceptor bond. In rutile SnO2 this angle is about 129° and the shortening about $0.63x$; the same estimate then gives a long-bond stretch of 0.031 nm and a barrier of only 0.11 eV. The four equatorial oxygens, which could offer further wells, and the motion of the acceptor are left out and not estimated.

Quantum motion does not restore the symmetric geometry as a minimum. With an oxygen mass of 16 u, the vibrational quantum without the hole is $\hbar\sqrt{k/m}=51$ meV. The lowest level of the odd mode, computed with both electronic states, lies 24 meV above the well bottom and well below the barrier top. The tunnelling splitting is 0.19 meV, against 0.23 meV on the lower adiabatic surface alone. In a perfectly symmetric crystal the stationary states are still shared between the wells. A difference in well energies much larger than this splitting localizes the lowest state on one side.

Temperature requires a separate distinction. Classical transition-state theory, which ignores recrossing, gives a hopping rate of $2.4\times10^{11}$ s⁻¹ at 300 K, or one hop in about 4 ps. A measurement averaging over much longer times would find a symmetric mean geometry in this model. That mean is not evidence that the symmetric point is a minimum. The parabolic-barrier estimate $\hbar\omega_{\rm b}/(2\pi k_B)$, with $\hbar\omega_{\rm b}=72$ meV from the negative eigenvalue, puts the crossover to tunnelling near 130 K, so at 300 K the classical estimate gives the right order of magnitude. The quantum correction is not negligible: the parabolic-barrier formula raises the rate by a factor of about 1.6.

An electric field removes the symmetry on which the zero odd force rests. For 1 MV/cm, or 0.1 V/nm, along a line joining oxygens 0.41 nm apart (a rough distance), the site energies differ by $\delta=0.041$ eV, without local-field corrections. The direct force of the field on the charged oxygens, about 0.2 eV/nm for a charge of $-2e$, is also left out, so the numbers below describe only the effect of the field on the hole's site energies. This replaces $Gu$ by $Gu+\delta/2$ in $r$. At the old saddle the force on each oxygen then has magnitude

$$\frac{G}{2}\,\frac{\delta/2}{\sqrt{t^2+(\delta/2)^2}}=15\times\frac{0.0205}{0.1514}=2.03\ \text{eV/nm}.$$

Relaxation from that point now reaches the lower well unaided. The other well remains a local minimum, with lowest eigenvalue 871 eV/nm², although it lies 0.039 eV higher. The omitted direct force $F\approx0.2$ eV/nm is odd and opposes the hole's preference; it would reduce this difference by about $4F|u_0|=0.011$ eV without removing the higher well. A positive Hessian therefore does not identify the lowest geometry either.

**Revisions requested**

First, the Hessian should be computed without symmetry constraints, at least in its odd block. A negative eigenvalue settles the question for the energy surface used. An approximate functional may misplace $\Lambda$ relative to $t$ and so give the wrong sign, an error that no relaxation on the same surface can reveal.

Second, the defect should be displaced along the odd mode and relaxed again, with an amplitude large enough to be noticed. Near the saddle the force on each atom is $|\lambda_{\rm odd}||u|$, so a force tolerance $f$ accepts every displacement below

$$u_f=\frac{f}{|\lambda_{\rm odd}|}=\frac{0.1}{2000}\ \text{nm}=5\times10^{-5}\ \text{nm}$$

for $f=0.1$ eV/nm. In the numerical trials a nudge of $0.9\,u_f$ was declared converged at once, with no step taken. A nudge of $1.1\,u_f$ reached the well in 26 steps. Tightening the tolerance helps after a nudge, but not at an exactly symmetric start, where the odd force is zero. Without symmetrization, an asymmetry of rounding size grows by $1+0.3\times2=1.6$ per step here, so a very tight tolerance may leave the saddle by accident; this should not be relied on.

Third, the hole density must be free to lose its symmetry together with the atoms. The atomic forces are $F_i=-kx_i+Gn_i$. If $n_1=n_2$ is imposed, then

$$F_1-F_2=-k(x_1-x_2),$$

which drives any odd displacement back to zero. A nudged geometry with a constrained density would return to the saddle and seem to confirm its stability. The main values used in this comment are listed in the numerical output below.

## Calculated quantities

```
Stiffness k: 1000 eV/nm^2
Hole-lattice force G: 30 eV/nm
Transfer energy t: 0.15 eV
Relaxation energy Lambda: 0.45 eV
Symmetric stretch of each bond: 0.015 nm
Constrained relaxation steps: 60
Largest residual force at saddle: 7.6e-09 eV/nm
Saddle odd Hessian eigenvalue: -2000 eV/nm^2
Saddle even Hessian eigenvalue: 1000 eV/nm^2
Force tolerance: 0.1 eV/nm
Odd displacement hidden by tolerance: 5e-05 nm
Steps from nudge 0.9 times hidden value: 0
Steps from nudge 1.1 times hidden value: 26
Well displacement |u|: 0.01414 nm
Long bond stretch in well: 0.02914 nm
Short bond stretch in well: 0.000858 nm
Hole weight on favoured oxygen: 0.9714
Saddle energy: -0.375 eV
Well energy: -0.475 eV
Barrier and acceptor-level error: 0.1 eV
Well odd Hessian eigenvalue: 888.9 eV/nm^2
Threshold transfer energy from scan: 0.45 eV
Control transfer energy: 0.6 eV
Control odd Hessian eigenvalue: 250 eV/nm^2
Barrier from quartic truncation: 0.0333 eV
Rough bond depth in Morse check: 2.5 eV
Anharmonic saddle eigenvalue: -2204 eV/nm^2
Anharmonic long bond stretch: 0.0361 nm
Anharmonic barrier: 0.15 eV
Oxygen mass: 16 u
Uncoupled vibrational quantum: 51.1 meV
Saddle imaginary quantum, magnitude: 72.3 meV
Zero-point energy above well: 23.8 meV
Adiabatic tunnelling splitting: 0.234 meV
Two-state tunnelling splitting: 0.192 meV
Temperature: 300 K
Thermal energy: 25.9 meV
Classical hopping rate: 2.4e+11 1/s
Harmonic estimate of hopping rate: 2.4e+11 1/s
Tunnelling crossover temperature: 1.3e+02 K
Boltzmann factor exp(barrier/kT): 47.9
Applied field: 1 MV/cm
Rough apical oxygen separation: 0.41 nm
Field-induced site-energy difference: 0.041 eV
Field-induced force at old saddle: 2.03 eV/nm
Energy difference of wells in field: 0.0386 eV
Higher-well lowest eigenvalue in field: 871 eV/nm^2
```
